# The dominant thermal tunnelling energy of an inverse-cosh-squared barrier

A hydrogen atom at 50 K meets a barrier 0.20 eV high whose length parameter is 0.10 nm. The energy that contributes most to its thermal flux through the barrier is 0.08835 eV. If the barrier is raised to 0.26 eV, with its length parameter and the temperature held fixed, the flux falls by orders of magnitude, yet the dominant energy is still 0.08835 eV. Why does the height of the barrier not matter?

## The model and the statement

The barrier is

$$V(x)=\frac{V_0}{\cosh^2(x/a)} ,$$

and energies are measured from its value far away, $V=0$. Particles of mass $m$ arrive from one side in thermal equilibrium at temperature $T$, with a continuous spectrum. Write $\beta=1/kT$. In the energy interval $dE$ there are $dE/(2\pi\hbar v)$ right-moving states per unit length, each carrying particles at speed $v$. The speed cancels, and the transmitted flux is proportional to

$$J=\frac{1}{2\pi\hbar}\int_0^\infty P(E)\,e^{-\beta E}\,dE , \tag{1}$$

where $P$ is the transmission probability. The dominant energy $E^*$ is the maximum of this integrand.

Near its top the barrier is $V\approx V_0-V_0x^2/a^2$. Equating this to $V_0-\tfrac12 m\omega_b^2x^2$ gives the barrier frequency, from which the crossover temperature is defined:

$$\omega_b=\sqrt{\frac{2V_0}{ma^2}},\qquad T_0=\frac{\hbar\omega_b}{2\pi k}. \tag{2}$$

Two dimensionless numbers are useful, $t=T/T_0$ and

$$A=\frac{V_0}{kT_0}=\frac{2\pi V_0}{\hbar}\sqrt{\frac{ma^2}{2V_0}}=\frac{\pi a\sqrt{2mV_0}}{\hbar}. \tag{3}$$

The semiclassical regime is $A\gg1$. The claim is that for $T<T_0$, to leading order in this regime,

$$E^*=V_0\left(\frac{T}{T_0}\right)^2 . \tag{4}$$

## First derivation: competition between energies

Under the barrier the wave decays at the local rate $\sqrt{2m(V-E)}/\hbar$. The probability is the square of the amplitude, so the leading WKB estimate is

$$P\approx e^{-S(E)/\hbar},\qquad S(E)=2\int_{-x_0}^{x_0}\sqrt{2m(V-E)}\,dx ,$$

with $V(\pm x_0)=E$. It is easier to find $dS/dE$ first. The limits depend on $E$, but the integrand vanishes there, so only the integrand needs differentiating:

$$-\frac{dS}{dE}=\sqrt{2m}\int_{-x_0}^{x_0}\frac{dx}{\sqrt{V-E}} .$$

Substitute $\sinh(x/a)=\sqrt{V_0/E-1}\,\sin\theta$, which maps the turning points to $\theta=\pm\pi/2$. Since $\cosh^2=1+\sinh^2$,

$$V-E=\frac{V_0-E-E\sinh^2(x/a)}{\cosh^2(x/a)}=\frac{(V_0-E)\cos^2\theta}{\cosh^2(x/a)} .$$

Differentiating the substitution gives $\cosh(x/a)\,dx=a\sqrt{V_0/E-1}\,\cos\theta\,d\theta$. In the quotient the factors $\cosh$, $\cos\theta$ and $\sqrt{V_0-E}$ cancel:

$$\frac{dx}{\sqrt{V-E}}=\frac{a}{\sqrt E}\,d\theta ,\qquad -\frac{dS}{dE}=\pi a\sqrt{\frac{2m}{E}} . \tag{5}$$

At $E=V_0$ the turning points meet and $S=0$. Integrating (5) down from there,

$$S(E)=2\pi a\sqrt{2m}\left(\sqrt{V_0}-\sqrt E\right),\qquad \frac{S}{\hbar}=2A\left(1-\sqrt{E/V_0}\right). \tag{6}$$

The logarithm of the integrand in (1) is therefore

$$f(E)=-\beta E-2A+2A\sqrt{E/V_0} .$$

The first term favours low energies, which are more populated; the last favours high energies, which penetrate better. Its derivatives are

$$f'=-\beta+\frac{A}{\sqrt{EV_0}},\qquad f''=-\frac{A}{2\sqrt{V_0}\,E^{3/2}}<0 .$$

The stationary point is thus a maximum. It lies at $\sqrt{E^*}=A\,kT/\sqrt{V_0}$. Inserting $A=V_0/kT_0$ gives $\sqrt{E^*}=\sqrt{V_0}\,T/T_0$, which is (4). Inserting the last form of (3) instead gives

$$E^*=\frac{2\pi^2ma^2(kT)^2}{\hbar^2} . \tag{7}$$

The height has dropped out, which answers the opening question. By (6), raising $V_0$ at fixed $a$ adds to $S$ a term independent of $E$. In this estimate every energy below the original top is suppressed by the same factor, so the balance between them is unchanged. Close to the top, where (6) is inaccurate, the factor does vary with energy. The height also enters $T_0$, and so decides up to which temperature the law holds. The cancellation relies on the shape of this barrier; for other shapes $E^*$ generally depends on the height.

For $T>T_0$, $f'$ is positive for all $E<V_0$. Above the top, leading-order semiclassics has $P=1$ and the integrand falls as $e^{-\beta E}$. The leading-order maximum then stays at $V_0$.

### The whole distribution

With $s=\sqrt E$ and $s^*=\sqrt{E^*}=\sqrt{V_0}\,t$, the exponent is a complete square:

$$f=-\beta(s-s^*)^2+\beta s^{*2}-2A,\qquad dE=2s\,ds . \tag{8}$$

If the range of $s$ is extended to the whole line, the moments follow from a Gaussian of variance $\delta^2=kT/2$ weighted by $s$:

$$\langle E\rangle=\frac{s^{*3}+3s^*\delta^2}{s^*}=E^*+\tfrac32kT ,$$

$$\langle E^2\rangle=\frac{s^{*5}+10s^{*3}\delta^2+15s^*\delta^4}{s^*} .$$

Subtracting $\langle E\rangle^2$ leaves $4E^*\delta^2+6\delta^4$, so the variance of the energy is $2kTE^*+\tfrac32(kT)^2$.

The classical flux has $P=0$ below $V_0$ and $P=1$ above it, which makes the integral in (1) equal to $kT\,e^{-\beta V_0}$. Let $\kappa$ be the quantum flux divided by this. The Gaussian integral is $2s^*\sqrt{\pi kT}\,e^{\beta s^{*2}-2A}$. With $\beta V_0=A/t$ and $\beta s^{*2}=At$,

$$\kappa\approx2\sqrt{\pi At}\;\exp\left[\frac{A(1-t)^2}{t}\right]. \tag{9}$$

## Second derivation: a path in imaginary time

This route uses no transmission probability. In thermal equilibrium a quantum particle is represented by closed paths $x(\tau)$ of duration $\hbar\beta$ in imaginary time, with weight $e^{-S_E/\hbar}$ and

$$S_E=\int_0^{\hbar\beta}\left[\tfrac12m\dot x^2+V(x)\right]d\tau .$$

A path resting far to the left has $S_E=0$, and so has one far to the right. To deform one into the other, the path must go over a pass in the space of paths. The assumption of this derivation is that the lowest such pass, a stationary point of $S_E$ with one descending direction, sets the exponent of the flux, as a mountain pass does for classical activation.

One stationary path is constant, $x=0$, with $S_E/\hbar=\beta V_0$: classical activation. Expand small deviations in Fourier modes of frequency $\nu_n=2\pi n/\hbar\beta$. Mode $n$ changes the action in proportion to $\nu_n^2-\omega_b^2$. The mode $n=0$ always descends. The modes $n=\pm1$ begin to descend when $2\pi kT/\hbar<\omega_b$, that is, when $T<T_0$. Below $T_0$ the constant path is therefore no longer a pass with a single way down.

The pass is then a moving path. Stationarity of $S_E$ requires $m\ddot x=V'(x)$, which is Newton's equation in the inverted potential $-V$. Its constant of motion is

$$E=V(x)-\tfrac12m\dot x^2 .$$

Let $q=\sinh(x/a)$, so that $\dot q=\cosh(x/a)\,\dot x/a$. Then

$$\dot q^2=\frac{\cosh^2(x/a)}{a^2}\,\frac{2(V-E)}{m}=\frac{2}{ma^2}\left(V_0-E-Eq^2\right).$$

This is the energy equation of a harmonic oscillator:

$$q=Q\cos\Omega\tau,\qquad \Omega=\sqrt{\frac{2E}{ma^2}},\qquad Q^2=\frac{V_0}{E}-1 . \tag{10}$$

The path must close after $\hbar\beta$. For one oscillation $\Omega=2\pi kT/\hbar$, and squaring gives

$$\frac{2E}{ma^2}=\left(\frac{2\pi kT}{\hbar}\right)^2 ,$$

which is (7). Dividing by $\omega_b^2=2V_0/ma^2=(2\pi kT_0/\hbar)^2$ gives (4). Here the height cancels because it affects the amplitude $Q$ but not the frequency $\Omega$. The amplitude is real only for $E\le V_0$, so the moving path exists only up to $T_0$, where it shrinks onto the constant one.

The action confirms that both routes give the same leading exponent. Since $V=E+\tfrac12m\dot x^2$ along the path, $S_E=E\hbar\beta+\oint m\dot x^2d\tau$. With $\dot x=a\dot q/\sqrt{1+q^2}$ and $\varphi=\Omega\tau$,

$$\oint m\dot x^2d\tau=ma^2\Omega\int_0^{2\pi}\frac{Q^2\sin^2\varphi}{1+Q^2\cos^2\varphi}\,d\varphi .$$

Write the numerator as $(1+Q^2)-(1+Q^2\cos^2\varphi)$. The substitution $v=\tan\varphi$ gives $\int_0^{2\pi}d\varphi/(1+Q^2\cos^2\varphi)=2\pi/\sqrt{1+Q^2}$, so the integral equals $2\pi(\sqrt{1+Q^2}-1)$. Since $\sqrt{1+Q^2}=\sqrt{V_0/E}$ and $ma^2\Omega=a\sqrt{2mE}$, the result is $S(E)$ of (6). At $E=E^*$,

$$\frac{S_E}{\hbar}=At+2A(1-t)=A(2-t) . \tag{11}$$

The constant path has $A/t$, which is larger by $A(1-t)^2/t$, the exponent in (9).

## Where the law ends

The limits can be read from the exact transmission. Let $K=a\sqrt{2mE}/\hbar$, $\alpha=A/\pi$ and $\xi=\tanh(x/a)$. The Schrödinger equation becomes

$$\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[\frac{K^2}{1-\xi^2}-\alpha^2\right]\psi=0 .$$

This is Legendre's equation. With $\nu=\sqrt{\alpha^2-1/4}$, the solution that is purely outgoing on the right is

$$\psi=(1-\xi^2)^{-iK/2}F\left(b_+,b_-;1-iK;\tfrac{1-\xi}{2}\right),\quad b_\pm=\tfrac12-i(K\pm\nu).$$

On the far left the argument of the hypergeometric function $F$ tends to 1. Its standard connection formula gives the incident wave the coefficient $\Gamma(1-iK)\Gamma(-iK)/[\Gamma(b_+)\Gamma(b_-)]$ relative to the transmitted one, up to a phase. $P$ is the inverse square of its modulus. Using $|\Gamma(\tfrac12+iz)|^2=\pi/\cosh\pi z$ and $|\Gamma(1-iK)\Gamma(-iK)|=\pi/\sinh\pi K$,

$$P=\frac{\sinh^2\pi K}{\cosh\pi(K+\nu)\cosh\pi(K-\nu)}=\frac{\sinh^2y}{\sinh^2y+\cosh^2c}, \tag{12}$$

with $y=\pi K=A\sqrt{E/V_0}$ and $c=\pi\nu$. Differentiation gives $d\ln P/dy=2(1-P)\coth y$, and $dy/dE=A/(2\sqrt{EV_0})$. Setting $d\ln P/dE=\beta$ yields

$$\sqrt{E/V_0}=t\,(1-P)\coth y . \tag{13}$$

The law is the case in which the last two factors are close to one.

Near $T_0$ the factor $1-P$ matters. At $E^*$, $P$ is of order $e^{-2A(1-t)}$, so the law needs $1-t\gg1/(2A)$. The Gaussian results need more: the barrier top must lie many widths $\delta$ away from $s^*$, which means $1-t\gg\sqrt{t/(2A)}$.

At very low temperature $\coth y$ matters, and the law needs $At\gg\tfrac12$, or $T\gg T_0/(2A)$. In the opposite limit $P\ll1$ and $\coth y\approx1/y$, so (13) becomes $y^2=At$, or $E=kT$. The flux then peaks at the thermal energy, because $P$ vanishes in proportion to $E$ at threshold.

Well inside the range, (12) reduces to $P\approx e^{2y-2c}$, while WKB gives $e^{2y-2A}$. Their ratio $e^{2(A-c)}$ does not depend on energy. It changes the flux but not the position of the maximum.

## The numbers at 50 K

For $V_0=0.20$ eV, $a=0.10$ nm and the mass of atomic hydrogen, $\omega_b=6.19\times10^{13}$ rad/s. Equation (2) gives $T_0=75.2$ K, and $A=30.85$. At 50 K, $t=0.6646$ and

$$E^*=0.20\ \text{eV}\times0.6646^2\approx0.088\ \text{eV}.$$

The maximum of the integrand with the exact $P$ agrees with the law to the printed digits. As a test that does not use (12), the Schrödinger equation was integrated numerically: at $E^*$ it gives $V_0\,d\ln P/dE=46.419$, against $V_0/kT=46.418$.

The tunnelling exponent is $A(2-t)=41.2$, against 46.4 for classical activation. Their difference, 5.22, enters (9):

$$\kappa\approx2\sqrt{\pi\times30.85\times0.6646}\;e^{5.22}\approx3.0\times10^3 .$$

The factor $e^{2(A-c)}=1.083$ raises this to 3217, and integration with the exact $P$ gives 3212. The remaining 0.15% has the sign expected from the Gaussian, which overestimates $P$ near and above the barrier top.

The distribution is broad. Its mean is 0.095 eV and its rms spread 0.028 eV, about a third of $E^*$. "Dominant" means the centre of a band, not a sharp line.

The approach to crossover shows the limits of the law:

| $T/T_0$ | law (eV) | exact peak (eV) |
|---|---|---|
| 0.02 | 0.00008 | 0.00016 |
| 0.50 | 0.0500 | 0.0500 |
| 0.90 | 0.1620 | 0.1613 |
| 1.00 | 0.2000 | 0.1808 |
| 2.00 | 0.8000 | 0.1995 |

At $T_0$ the true peak is still 10% below the top. It comes close to the top near $2T_0$, where (13) with $P\approx\tfrac12$ gives $E\approx V_0$. So $T_0$ marks a change of the leading exponent, not a temperature at which most particles start to pass over the barrier.

## Hydrogen in a silica film

The parameters are rough values meant for atomic hydrogen passing between neighbouring voids of a silica gate oxide in cryogenic electronics. A real void holds discrete levels rather than a continuum. In a chain of such barriers 0.50 nm apart, the lowest level lies at 0.018 eV. The law would place $E^*$ below it under about 22 K, and so cannot be used at 4 K. These values depend on the assumed spacing: 0.45 and 0.55 nm put the lowest level at 0.026 and 0.012 eV and the limit near 27 and 18 K. Suppose that successive passages between voids are independent events, so that each level contributes in proportion to its attempt frequency, its $P$ and its Boltzmann factor. At 50 K the levels at 0.081 and 0.099 eV then contribute most to the flux, each with about a quarter of the total. Coherent motion along a perfect chain would instead weight the levels by their bandwidths, roughly as $\sqrt P$, and favour much lower energies. Overlap of the barrier tails moves the semiclassical dominant energy only from 0.08835 to 0.08884 eV.

Zero-point motion across the path can change the flux strongly. Suppose each of two transverse modes has a quantum of 0.04 eV in the void and 0.10 eV in the narrow ring between voids; both are assumed values. Half a quantum per mode adds $2\times\tfrac12\times0.06=0.06$ eV to the barrier. If the added term has the same shape, this is the 0.26 eV barrier of the opening: $T_0$ rises to 85.8 K and the exponent from 41.2 to 49.8, while $E^*$ stays put. A different shape would in general move $E^*$ as well.

As long as the barriers keep this shape and each stays well below its own crossover temperature, disorder in the glass acts on $E^*$ only through the width. Since $T_0\propto\sqrt{V_0}/a$, low or wide barriers leave this regime. At 50 K and $a=0.10$ nm, a barrier of 0.10 eV ($T_0=53$ K) has its peak at 0.084 eV and one of 0.08 eV ($T_0=48$ K) at 0.071 eV; a barrier of 0.20 eV with $a=0.15$ nm ($T_0=50$ K) peaks at 0.186 eV instead of the 0.199 eV of the $a^2$ rule. At 50 K and fixed height, $a=0.08$ nm gives 0.057 eV and $a=0.12$ nm gives 0.127 eV, following $a^2$. At 300 K, far above crossover, the law does not apply, and the exact $\kappa$ is 1.12. The flux exceeds the classical one by only about 12% in this model; this is the net effect of tunnelling below the top, which adds to the flux, and reflection above it, which reduces it.

## What each derivation assumes

Both derivations need $A\gg1$, thermal equilibrium and a single barrier coordinate in the form given here. They differ in what else they take for granted.

The first assumes that particles arrive independently at well-defined energies, that these energies form a continuum, and that each energy is transmitted with its own $P(E)$. In return it gives the whole distribution, and its errors can be traced by replacing the WKB estimate with (12). It can also be adapted to discrete levels, by turning the integral into a sum, or to a non-thermal population, by replacing $e^{-\beta E}$.

The second assumes that a pass in the space of closed paths controls the flux. It needs equilibrium from the start, since temperature enters as the duration of the path. By itself the stationary path gives one energy and one exponent; the spread and the prefactor require the fluctuations around it. Its advantage is that the particle need not conserve its own energy, so coupling to the lattice can be included.

For ohmic friction of strength $\gamma$, represented by a bath of oscillators, eliminating the bath adds to the action of a mode of frequency $\nu$ a term proportional to

$$\frac{2\gamma}{\pi}\int_0^\infty\frac{\nu^2\,d\omega}{\omega^2+\nu^2}=\gamma|\nu| .$$

The modes $n=\pm1$ now begin to descend when $\nu_1^2+\gamma\nu_1=\omega_b^2$, which lowers the crossover temperature to

$$T_0\left[\sqrt{1+\frac{\gamma^2}{4\omega_b^2}}-\frac{\gamma}{2\omega_b}\right].$$

For an assumed $\gamma=0.2\,\omega_b$ the bracket is 0.905 and the crossover falls from 75.2 to 68.1 K. Diagonalizing the barrier together with 1000 explicit oscillators gives 0.906. The example at 50 K remains in the tunnelling regime. The particle alone no longer has a conserved energy, however, so (4) then loses its direct meaning, while the periodic path keeps its own. The numerical output below lists the remaining values.

## Table of computed values

```
barrier height V0 = 0.20 eV
barrier length a = 0.10 nm
hydrogen mass = 1.6735e-27 kg
barrier frequency omega_b = 6.1883e+13 rad/s
crossover temperature T0 = 75.23 K
A = V0/(k T0) = 30.851
alpha = 9.820
temperature T = 50.0 K
T/T0 = 0.6646
thermal energy kT = 0.004309 eV
dominant energy E* (law) = 0.08835 eV
exact integrand peak at T = 0.08835 eV
imaginary-time period hbar/kT = 152.8 fs
S/hbar at E* (quadrature) = 20.692
dlnP/dE * V0, wave equation = 46.419
V0/kT (classical exponent) = 46.418
A(2-T/T0) (tunnel exponent) = 41.198
local width sqrt(2kT E*) = 0.02759 eV
mean energy, formula = 0.09481 eV
mean energy, exact flux = 0.09465 eV
rms spread, formula = 0.02809 eV
rms spread, exact flux = 0.02781 eV
kappa, WKB formula = 2969.7
exact/WKB factor exp(2(A-c)) = 1.0833
kappa, exact = 3212.3
low edge T0/(2A) = 1.22 K
top edge 1/(2A) = 0.0162
Gaussian top edge sqrt(t/(2A)) = 0.1038
T/T0=0.02: V0(T/T0)^2=0.00008 eV, exact peak=0.00016 eV
T/T0=0.30: V0(T/T0)^2=0.01800 eV, exact peak=0.01800 eV
T/T0=0.50: V0(T/T0)^2=0.05000 eV, exact peak=0.05000 eV
T/T0=0.70: V0(T/T0)^2=0.09800 eV, exact peak=0.09800 eV
T/T0=0.90: V0(T/T0)^2=0.16200 eV, exact peak=0.16135 eV
T/T0=1.00: V0(T/T0)^2=0.20000 eV, exact peak=0.18078 eV
T/T0=2.00: V0(T/T0)^2=0.80000 eV, exact peak=0.19950 eV
chain spacing = 0.50 nm
chain floor = 0.01064 eV
chain ground level = 0.01753 eV
levels below V0 = 11
basis shift 64 to 128 waves = 1.4e-15 eV
chain dominant energy = 0.08884 eV
busiest level = 0.08149 eV
its share of the flux = 0.246
level spacing there = 0.01755 eV
E* meets ground level at T = 22.3 K
transverse quantum, ring = 0.10 eV
transverse quantum, cage = 0.04 eV
raised barrier = 0.26 eV, its T0 = 85.77 K
exact peak, raised barrier = 0.08835 eV
tunnel exponent, raised barrier = 49.847
a=0.08 nm: T0=94.04 K, exact peak=0.05654 eV
a=0.12 nm: T0=62.69 K, exact peak=0.12722 eV
assumed friction/omega_b = 0.20
crossover with friction = 68.08 K
unstable mode/omega_b: bath 0.9060, formula 0.9050
kappa at 300 K, exact = 1.1235
law at 4 K would give 0.000565 eV
```
